Why equal free volume need not mean equal oxygen permeability

Q: I am comparing two silica-like films as oxygen barriers. They have the same void fraction, so I expect the same oxygen permeability. Oxygen moves through the empty space, and the amount of empty space is the same.

A: Let us first fix what permeability means. Let n be the concentration of O₂ in the outside gas and c the concentration dissolved in the film. At equilibrium c = S n, which defines the dimensionless solubility S. Inside the film the flux is −D dc/dx. If z denotes the gas concentration with which a given place in the film would be in equilibrium, then c = S z and

j = −D dc/dx = −S D dz/dx = −P dz/dx, with P = S D.

The void fraction says how much space there is. Your claim needs it to fix the product S D as well.

Q: Then give me two networks with equal void, and show me where the product differs.

A: Take cages on a cubic lattice of spacing a. Each cage is a cube of side L, and neighbouring cages are joined by a cylindrical hole of length a − L, which I call a window. There are three windows per cage, because each of its six is shared by two cages. If w is the hole radius, the void fraction is

φ = [L³ + 3π⟨w²⟩(a − L)]/a³.

Now make half the windows along each axis wide and half narrow. The formula contains the mean of w², but not the places where the wide windows sit, so I can rearrange them without changing φ.

For numbers take a = 7.0 Å, L = 4.0 Å, and radii 1.30 and 1.15 Å. Then ⟨w²⟩ = (1.690 + 1.3225)/2 = 1.506 Å², and

φ = (64.0 + 42.6)/343 = 0.311.

Random sampling of the two arrangements I shall use gave 0.3105 and 0.3106.

Q: Could rearranging the windows change the solubility?

A: Not in this model. I treat O₂ as a classical sphere, dilute enough that molecules do not meet, with the same energy in a cage as in the gas. A cage whose accessible volume for the molecule's centre is v then holds n v molecules on average, and S = ⟨v⟩/a³. If the centre must stay 1.3 Å from the cage walls, v = (4.0 − 2.6)³ = 2.74 Å³ and S = 2.74/343 = 0.0080 for both arrangements. At 760 Torr and 1273 K the mean number per cage is 1.6 × 10⁻⁵, so the dilute assumption is sound here. Any difference in P must come from D.

Q: Then we need the rate through a window. The two radii differ by only 0.15 Å.

A: The energy responds much more strongly than the radius. I use atomic units in the algebra; the motion is classical, so ħ does not appear. At equilibrium with gas of concentration n, the density in the plane of the window is n exp(−V/kT), where V is the molecule's energy there. The velocity u normal to the plane has the Maxwell distribution, so the mean one-way speed is

∫₀^∞ u √(M/2πkT) exp(−Mu²/2kT) du = √(M/2πkT) · (kT/M) = √(kT/2πM).

The number crossing one way per unit time is therefore n g, with

g = √(kT/2πM) B,  B = ∫ exp(−V/kT) dA.

I call g the conductance of the window. Counting every crossing as a completed hop is the transition-state assumption: no molecule turns straight back.

For V, surround the window with a ring of six oxygen atoms at distance R from its centre, each acting on O₂ through a pair energy u(r). At the centre the energy is E = 6u(R). For small in-plane displacements ρ, sixfold symmetry makes the energy isotropic to second order, V = E + κρ²/2. The in-plane Laplacian of this form is 2κ. The Laplacian of one pair term is u″ + u′/R, and there are six, so

2κ = 6(u″ + u′/R),  κ = 3(u″ + u′/R).

Along the ring axis the curvature is 6u′/R. It is negative when the pair force is repulsive, so the centre is a saddle point. The window integral becomes

B ≈ exp(−E/kT) ∫₀^∞ 2πρ exp(−κρ²/2kT) dρ = (2πkT/κ) exp(−E/kT).

Q: And with numbers?

A: Take u(r) = 4ε[(σ/r)¹² − (σ/r)⁶] with ε = 0.010 eV and σ = 3.10 Å. Give the network oxygen a radius of 1.35 Å, so that R = w + 1.35 Å, which is 2.65 Å for wide and 2.50 Å for narrow windows. Then

E_wide = 0.24 × (6.567 − 2.563) = 0.96 eV,
E_narrow = 0.24 × (13.215 − 3.635) = 2.30 eV.

At 1273 K, kT = 0.1097 eV. The curvatures are 14.6 and 34.0 eV/Å². The harmonic formula gives B = 7.40 × 10⁻⁶ Å² for the wide window, while direct integration of the ring energy gives 7.03 × 10⁻⁶ Å². For the narrow one the values are 1.60 × 10⁻¹¹ and 1.56 × 10⁻¹¹ Å². I keep the integrated values, and their ratio is

g_n/g_w = 2.2 × 10⁻⁶.

This also tells us what "wide" means. The pair potential gives O₂ an approximate contact radius of 3.10 − 1.35 = 1.75 Å, larger than either hole. A hard sphere of that size would pass neither window. The clearance of 1.3 Å used for the cages is a chosen value. It may be smaller than the contact radius because the contact is soft: at that distance from the surface of one oxygen the pair energy is 0.96/6 = 0.16 eV, about 1.5 kT. S and D depend strongly on this choice, but their product P does not. The real question is what energy the passage costs compared with kT.

Q: But a molecule in a roomy cage hits a given window less often. Doesn't the cage volume belong in the permeability?

A: It belongs in D and in S, and it cancels in P. Suppose cage i holds c_i molecules on average, well equilibrated inside the cage. That is the content it would have in contact with gas of concentration z_i = c_i/v_i. By the flux result, molecules leave through the window to cage j at the rate g_ij z_i, so the hopping rate per molecule is g_ij/v_i: a larger cage does give slower hopping. The net flow, however, is

J_ij = g_ij(z_i − z_j),

and a steady state requires Σ_j g_ij(z_i − z_j) = 0 at every cage. No volume is left in these equations.

Let the mean drop of z per window along x be Δ, and let the mean flow per line of cages be g_eff Δ. Each line occupies an area a², so j = g_eff Δ/a². The gradient is dz/dx = −Δ/a. Dividing,

P = j/(−dz/dx) = g_eff/a.

Q: So everything hangs on g_eff. Doesn't the fixed set of windows determine it?

A: It determines bounds. Take a large periodic piece with N cages, hence N windows along x, and set Δ = 1. Write the drop across window b, leading from cage i to cage j, as

d_b = s_b + f_i − f_j,

with s_b = 1 for windows along x, taken in the flow direction, and s_b = 0 for the others. The f_i are the departures of z from a uniform slope. Consider

F = Σ_b g_b d_b².

Its derivative with respect to f_i is twice the net outflow from cage i. Setting all these derivatives to zero gives the steady state, and since F is a sum of squares with positive weights, that state is its minimum. There, with J_b = g_b d_b,

F_min = Σ_b J_b d_b = Σ_b J_b s_b + Σ_i f_i × (net outflow from i) = N g_eff + 0.

Any trial choice of f gives a value at least as large. With f = 0,

N g_eff ≤ Σ_x g_b, so g_eff ≤ ⟨g⟩.

The sum and the mean run over the windows along x.

For a lower bound, take any flow K_b that is conserved at each cage and satisfies Σ_b K_b s_b = N. Conservation removes the f terms again, so Σ_b K_b d_b = N for the true drops d_b. The Cauchy–Schwarz inequality, applied to K_b/√g_b and √g_b d_b, gives

N² ≤ (Σ_b K_b²/g_b)(Σ_b g_b d_b²) = (Σ_b K_b²/g_b) N g_eff.

Choose K_b = 1 in every window along x and zero elsewhere. This flow is conserved, and

g_eff ≥ N/Σ_x(1/g_b) = 1/⟨1/g⟩.

With half the windows of each kind,

2g_w g_n/(g_w + g_n) ≤ g_eff ≤ (g_w + g_n)/2.

Q: Bounds can be loose. Does any network come near them?

A: Two networks reach them. Number the cages by integers (x, y, z), the z here being a position.

In network A, a window that starts at an even coordinate along its own axis is wide, and one that starts at an odd coordinate is narrow. The wide windows join cages into groups of 2 × 2 × 2, and narrow windows separate the groups. From here on I call the equivalent gas concentration of a cage, written z_i above, its activity. For flow along x, let the activity depend on x alone. Sideways drops vanish, and each line is a series of alternating windows. Two successive drops add up to 2Δ:

J/g_w + J/g_n = 2Δ, so g_eff = J/Δ = 2g_w g_n/(g_w + g_n).

In network B, a whole line along x is wide if its y and z have equal parity, and narrow otherwise. The rule for the other axes follows by cyclic exchange. Half of the lines along each axis are wide. Now let the activity fall uniformly along x. Sideways drops vanish again, and each line carries gΔ with its own g, so

g_eff = (g_w + g_n)/2.

The wide lines meet at cages whose coordinates are all even, and also at cages whose coordinates are all odd. They form two interpenetrating cubic nets, each continuous in three directions.

The ratio of the two results is

P_B/P_A = (g_w + g_n)²/(4g_w g_n) ≈ g_w/(4g_n) for g_n ≪ g_w.

Q: What does that give for the film?

A: The one-way speed is 229 m/s, or 2.294 × 10⁴ cm/s, and B for a wide window is 7.03 × 10⁻²² cm². With a = 7.0 × 10⁻⁸ cm,

P_B = ½ × (2.294 × 10⁴)(7.03 × 10⁻²²)/(7.0 × 10⁻⁸) = 1.15 × 10⁻¹⁰ cm²/s.

For A the factor ½ is replaced by 2g_n/(g_w + g_n) = 4.44 × 10⁻⁶, and P_A = 1.02 × 10⁻¹⁵ cm²/s. The ratio is 1.1 × 10⁵. Solving the activity equations for all cages gave the same two factors, 0.5000 and 4.441 × 10⁻⁶.

Dividing by S = 0.0080 gives D = 1.4 × 10⁻⁸ cm²/s in B and 1.3 × 10⁻¹³ cm²/s in A. With 760 Torr of O₂ on one side of a 100 nm film and none on the other, the steady flux is 6.6 × 10¹³ molecules/(cm² s) through B and 5.9 × 10⁸ through A.

Q: So what counts is whether the free volume is connected?

A: That is incomplete too. The void in A is connected, since its narrow windows are open holes. A test sphere of radius 1.00 Å can cross both networks. One of radius 1.22 Å can cross B but not A. Connection has a meaning only for a stated size or, for a soft molecule, a stated energy.

Network C separates the two requirements. Give all its windows the same radius, with w² equal to the mean 1.506 Å², so w = 1.227 Å. The void fraction is again 0.311, and every cage is joined to its neighbours by equal windows. The barrier is now 1.47 eV and P = 1.45 × 10⁻¹² cm²/s. That is 79 times below B, although C has no narrow windows in B's sense. It is also about 1400 times above A. Low barriers and an unbroken path through them are both needed for B's value.

Q: You chose A and B to be extreme. What if the windows are placed at random?

A: Then this half-and-half mixture behaves much more like B. The average over four random placements in blocks of 8 × 8 × 8 cages, with half of the windows along each axis wide, gave g_eff = 0.24 g_w and P = 5.6 × 10⁻¹¹ cm²/s. Single blocks of this size scatter between about 0.23 and 0.27 g_w, and larger blocks settle near 0.25 g_w, about half of P_B. By the bounds above, the factor 10⁵ is the largest possible in this model for these windows when half of those along each axis are wide, and two random placements of them would not show it. It does prove that void fraction cannot fix the permeability, even when the solubility and the list of window sizes are fixed with it.

Q: Surely a film with more void is at least no better as a barrier?

A: That fails as well. Enlarge the cages of A to L = 4.5 Å, holding the spacing, the hole radii and the ring energies fixed. The void fraction rises to

φ = (91.1 + 35.5)/343 = 0.369.

The accessible volume becomes 1.9³ = 6.86 Å³, so S rises by a factor of 2.5 to 0.0200. The hopping rate g/v falls by the same factor, and D drops from 1.28 × 10⁻¹³ to 5.1 × 10⁻¹⁴ cm²/s. P is unchanged. This film has more void than B and still passes 10⁵ times less oxygen.

What I held fixed matters. If a real network expands and its rings open too, the barriers fall and P rises. Void fraction may then follow permeability within a family of similar films, because both follow the ring size.

Q: Would the same contrast appear for another gas, or at another temperature?

A: Look at the opposite limit. Put g_n = (1 − δ)g_w in the ratio:

P_B/P_A = (2 − δ)²/[4(1 − δ)] = 1 + δ²/[4(1 − δ)].

For a molecule that passes both windows almost equally well, δ is small and the arrangement changes P only at second order. Two films may be alike for such a gas and very different for O₂.

Temperature acts through the barriers. In the harmonic formula √(kT) comes from the speed and kT from the window area, so a network governed by one kind of window has P ∝ (kT)^{3/2} exp(−E/kT). The apparent activation energy is

−d ln P/d(1/kT) = E + (3/2)kT.

At 1273 K this gives 0.961 + 0.165 = 1.13 eV for B and 2.299 + 0.165 = 2.46 eV for A. Differentiating the integrated results gives 1.12 and 2.46 eV. These slopes are for P defined per gas concentration. At fixed pressure n falls as 1/T, so the slope of the flux is lower by kT: 1.01 and 2.35 eV. The ratio P_B/P_A is 1.1 × 10⁶ at 1073 K and 2.1 × 10⁴ at 1473 K. A slope measured over temperature thus carries information about the controlling windows that a density measurement lacks.

Q: How close is this to real silica?

A: With rigid rings, network B gives values of roughly the right order. For vitreous silica near 1000 °C, rough figures are an O₂ diffusivity of 10⁻⁹ to 10⁻⁸ cm²/s, an activation energy of about 1 eV and a solubility ratio of about one per cent. B's diffusivity is slightly above that range, and the ring motion considered below would raise it four- to sevenfold. The model also leaves out the attraction of the cage walls. Inside a cage it would raise S and lower the hopping rate by the same factor, which cancels in P. Where it reaches a molecule in a window, it would also lower the barrier and raise P. Summing the same pair energy over all the rings of the lattice, for one choice of ring orientation, lowers both barriers by about 0.18 eV and raises both permeabilities about fivefold, leaving their ratio unchanged. It also makes S tens of times larger, so the closeness of S to one per cent comes from the chosen clearance and is no prediction. Oxygens of adjacent rings then lie less than 2 Å apart, so the rings do not assemble into a real network. The comparison is therefore only a rough one. Network A is not a picture of silica glass: its regular pattern and its 2.3 eV barriers were chosen to expose the principle. The void fraction of 0.31 also depends on the radius assigned to oxygen. Real films also break the assumption of a rigid ring. Suppose each ring atom is held by a radial spring of 10 eV/Å², a round value, and average g over the thermal breathing of the ring, in which all six atoms move in or out together. The wide conductance rises 6.9 times and the narrow one about 1070 times, so P_B/P_A falls from 1.1 × 10⁵ to about 720. Breathing is only one of the six radial modes. If each atom moves independently on its spring, the factors are about 4.4 and 540 and the ratio is about 900.

Q: That is a large correction. Are there others of that size?

A: The shape of the molecule is one. I replaced the sphere by two centres 1.2 Å apart, each with half the pair energy, and averaged the Boltzmann factor over orientation on the ring axis, leaving out the window areas. With rigid rings the ratio is then about 1800, where the sphere treated in the same way gives about 5 × 10⁴. With the window areas included the two-centre ratio is about 3700, to be set against 1.1 × 10⁵. Scatter of the ring radii with a standard deviation of 0.02 Å, using the same list of radii in both networks so that the void stays equal, gives about 1.9 × 10⁴ for one random draw; other draws lie between about 1.3 and 2.0 × 10⁴. Tunnelling is negligible: the Wigner correction raises the rates by 0.1 and 0.2 per cent.

These effects compound. The two-centre molecule, with window areas and independently moving ring atoms, gives a ratio of only a few hundred, and scatter of the radii could reduce it further. Recrossing of the windows and exchange of O₂ with network oxygen are not sized at all. Exchange could let oxygen move through the network itself, and the argument here covers only the molecular part of the flux.

Q: Then how should I judge my two films?

A: Equal void fraction does not settle the matter. Measure the permeation of O₂ itself, at the temperature of use and at several others. If transport is molecular and the films are free of cracks and pinholes, the useful structural questions are how high a barrier a molecule must accept to get all the way across, and how many paths offer that barrier. To lower P at fixed temperature, interrupt the low-barrier paths or narrow the windows along them. Shrinking the cages while leaving those windows and the cage spacing as they are lowers the solubility and raises the diffusivity, and in this model the permeability stays where it was. The main values used here are collected in the numerical output below.

Table of computed values

```
temperature 1273 K, kT 0.1097 eV
cage spacing 7.00, cage side 4.00 angstrom
pair potential: eps 0.010 eV, sigma 3.10 angstrom
network O radius 1.35, clearance 1.30 angstrom
ring radii wide 2.650, narrow 2.500 angstrom
ring radius uniform network C 2.5773 angstrom
hole radii w, n, C: 1.300 1.150 1.2273 angstrom
void fraction A, B, C by formula 0.3108
void fraction A, B, C sampled 0.3105 0.3106 0.3114
test sphere 1.22 angstrom spans A: False, B: True
test sphere 1.00 angstrom spans A: True, B: True
wide: barrier 0.961 eV, kappa 14.58 eV/angstrom^2
wide: B 7.030e-06, harmonic 7.404e-06 angstrom^2
narrow: barrier 2.299 eV, kappa 34.02 eV/angstrom^2
narrow: B 1.561e-11, harmonic 1.601e-11 angstrom^2
uniform: barrier 1.474 eV, kappa 21.89 eV/angstrom^2
uniform: B 4.430e-08, harmonic 4.597e-08 angstrom^2
one-way thermal speed 229.4 m/s
conductance ratio narrow/wide 2.221e-06
g_eff/g_wide: A 4.441e-06, B 0.5000
g_eff/g_wide solved: A 4.441e-06, B 0.5000
g_eff/g_wide random placement 0.2440
permeability A: 1.023e-15 cm2/s
permeability B: 1.152e-10 cm2/s
permeability C: 1.452e-12 cm2/s
permeability random: 5.622e-11 cm2/s
permeability ratio B/A 1.126e+05
permeability ratio B/C 79.34
accessible cage volume 2.744 angstrom^3
solubility S for A and B 0.00800
diffusivity A 1.279e-13, B 1.440e-08 cm2/s
enlarged A: cage side 4.50 angstrom, void 0.3691
enlarged A: cage volume 6.859 angstrom^3, S 0.02000
enlarged A: diffusivity 5.118e-14 cm2/s
apparent activation energy A 2.461, B 1.120 eV
ratio B/A at 1073 K: 1.098e+06
ratio B/A at 1273 K: 1.126e+05
ratio B/A at 1473 K: 2.141e+04
film 100 nm, O2 pressure 760 Torr
flux A 5.900e+08, B 6.642e+13 molecules/(cm2 s)
mean O2 number per cage 1.582e-05
Wigner factor wide 1.00098, narrow 1.00238
ring stiffness 10.0 eV/angstrom^2 per atom
breathing raises g: wide x6.86, narrow x1067.6
ratio B/A with breathing rings 7.234e+02
ratio B/A, two-centre O2 (1.2 angstrom) 1.829e+03
ratio B/A, radius scatter 0.02 angstrom: 1.930e+04
```
